# Why alternating cycling can reduce trap imprint in a ferroelectric capacitor: verification in Python

```python
"""
Imprint of a ferroelectric capacitor with electron traps at two interfaces.

Result under test: alternating the polarization with equal dwells T/2 leaves
the fraction S = (1-a)(1-r)/(1-a*r) of the imprint made by a long hold, where
a = exp(-kA*T/2), r = exp(-kR*T/2). For fast alternation each trap approaches
the rate-weighted occupation (kA*fA + kR*fR)/(kA + kR).

A: bound polarization charge attracts electrons to the trap; R: repels them.
kA, kR: total relaxation rates (capture + emission); fA, fR: equilibrium
occupations. Polarization up: top trap in A, bottom trap in R.
U = V_bottom - V_top. Trap sheet charge = -q*N*(f - 1/2).
Internal units are SI, except trap energies, which are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

q = const.e
kB_eV = const.k / const.e

# Chosen model parameters
d_film, t_layer = 10e-9, 0.5e-9
eps_film, eps_layer = 30 * const.epsilon_0, 30 * const.epsilon_0
P_rem = 0.15                 # C/m2
E_coercive = 1.2e8           # V/m
N_trap = 3e17                # 1/m2
level0 = 0.10                # eV above electrode Fermi level at zero field
temperature = 358.15         # K
kA, kR = 0.02, 0.005         # 1/s
period = 0.1                 # s
n_cycles = 4000
U_pulse, t_pulse = 2.5, 1e-6
kT = kB_eV * temperature


def fields(U, P, s_bottom, s_top):
    """Fields in bottom layer, film and top layer from Gauss's law."""
    matrix = np.array([[eps_layer, -eps_film, 0.0],
                       [0.0, -eps_film, eps_layer],
                       [t_layer, d_film, t_layer]])
    return np.linalg.solve(matrix, np.array([P - s_bottom, P + s_top, U]))


def switching_voltages(s_bottom, s_top):
    """Voltages at which the film field reaches the coercive field."""
    up = brentq(lambda U: (fields(U, -P_rem, s_bottom, s_top)[1]
                           - E_coercive) / E_coercive, -10, 10)
    down = brentq(lambda U: (fields(U, P_rem, s_bottom, s_top)[1]
                             + E_coercive) / E_coercive, -10, 10)
    return up, down


def charge(f):
    return -q * N_trap * (f - 0.5)


def occupation(level, degeneracy=1):
    return 1 / (1 + np.exp(level / kT) / degeneracy)


# Electrostatics and favoured occupations
L_eff = d_film + 2 * t_layer * eps_film / eps_layer
w = t_layer * P_rem * d_film / (eps_layer * L_eff)
E_rest = fields(0, P_rem, 0, 0)
assert abs(t_layer * E_rest[2] / w - 1) < 1e-9
assert abs(t_layer * E_rest[0] / w - 1) < 1e-9
fA, fR = occupation(level0 - w), occupation(level0 + w)
contrast = fA - fR
V0 = q * N_trap * t_layer / eps_layer
U_c = E_coercive * L_eff - 2 * t_layer * P_rem / eps_layer
for f_bottom, f_top in [(fR, fA), (fA, fR), (0.3, 0.9), (0.6, 0.6)]:
    up, down = switching_voltages(charge(f_bottom), charge(f_top))
    assert abs((up + down) / 2 + V0 * (f_top - f_bottom)) < 1e-8
    assert abs((up - down) / 2 - U_c) < 1e-8
up_hold, down_hold = switching_voltages(charge(fR), charge(fA))
imprint_hold = (up_hold + down_hold) / 2
assert imprint_hold < 0      # the stored up state is favoured


# Two-state master equation: vector = (probability empty, probability filled)
def propagator(k, f_eq, time):
    c, e = k * f_eq, k * (1 - f_eq)
    return expm(np.array([[-c, e], [c, -e]]) * time)


def periodic_ends(timeA, timeR, k_a=kA, k_r=kR):
    """Periodic occupations at the end of A and at the end of R."""
    MA, MR = propagator(k_a, fA, timeA), propagator(k_r, fR, timeR)
    M = MA @ MR
    f_endA = M[1, 0] / (M[1, 0] + M[0, 1])
    f_endR = (MR @ np.array([1 - f_endA, f_endA]))[1]
    return f_endA, f_endR


def remaining(T, k_a=kA, k_r=kR):
    one_a, one_r = -np.expm1(-k_a * T / 2), -np.expm1(-k_r * T / 2)
    return one_a * one_r / -np.expm1(-(k_a + k_r) * T / 2)


# Periodic state, from fast to slow alternation
periods = [0.1, 10.0, 200.0, 4000.0]
matrix_fraction = []
for T in periods:
    endA, endR = periodic_ends(T / 2, T / 2)
    matrix_fraction.append((endA - endR) / contrast)
    assert abs(matrix_fraction[-1] - remaining(T)) < 1e-9
assert np.all(np.diff(matrix_fraction) > 0)
assert matrix_fraction[0] < 1e-3 and matrix_fraction[-1] > 0.999
endA, endR = periodic_ends(100, 100, 0.01, 0.01)
assert abs((endA - endR) / contrast - np.tanh(0.01 * 200 / 4)) < 1e-10

# Fast-limit occupation, and the case where only one half-cycle is slow
f_bar = (kA * fA + kR * fR) / (kA + kR)
endA, endR = periodic_ends(period / 2, period / 2)
assert abs(endA - f_bar) < 3e-4 and abs(endR - f_bar) < 3e-4
assert abs(endA - (fA + fR) / 2) > 0.1
endA, endR = periodic_ends(1, 1, 10.0, 0.01)
assert endA - endR < 0.01 * contrast and abs(endR - fA) < 0.011


# Finite burst after a long up hold; each cycle is down, then up
def burst_matrix(T, n):
    MA, MR = propagator(kA, fA, T / 2), propagator(kR, fR, T / 2)
    top = np.linalg.matrix_power(MA @ MR, n) @ np.array([1 - fA, fA])
    bottom = np.linalg.matrix_power(MR @ MA, n) @ np.array([1 - fR, fR])
    return (top[1] - bottom[1]) / contrast


def burst_formula(T, n, scale=1.0):
    S = remaining(T, kA * scale, kR * scale)
    return S + (1 - S) * np.exp(-n * scale * (kA + kR) * T / 2)


burst_long = burst_matrix(period, n_cycles)
burst_short = burst_matrix(period / 10, n_cycles)
burst_same_time = burst_matrix(period / 10, 10 * n_cycles)
assert abs(burst_long - burst_formula(period, n_cycles)) < 1e-8
assert abs(burst_short - burst_formula(period / 10, n_cycles)) < 1e-8
assert abs(burst_same_time - burst_long) < 3e-4

# Unequal dwells
D = 0.75
top_end = periodic_ends(D * period, (1 - D) * period)[0]
bottom_end = periodic_ends((1 - D) * period, D * period)[1]
unequal = (top_end - bottom_end) / contrast
unequal_formula = kA * kR * (2 * D - 1) / (
    (D * kA + (1 - D) * kR) * ((1 - D) * kA + D * kR))
assert abs(unequal - unequal_formula) < 1e-3

# Imprint returning during a new up hold
t_new = 60.0
start = np.array([1 - f_bar, f_bar])
top_new = (propagator(kA, fA, t_new) @ start)[1]
bottom_new = (propagator(kR, fR, t_new) @ start)[1]
returned = (top_new - bottom_new) / contrast
returned_formula = ((fA - f_bar) * (1 - np.exp(-kA * t_new))
                    + (f_bar - fR) * (1 - np.exp(-kR * t_new))) / contrast
assert abs(returned - returned_formula) < 1e-10

# Only the top interface active
single = [sum(switching_voltages(0, charge(f))) / 2 for f in (fA, fR, f_bar)]
assert abs(single[2]) > 0.1 * V0
assert min(single[:2]) < single[2] < max(single[:2])


# Neglected effect: trapped charge changes the trap levels
def self_consistent_step(f, sign, time):
    E = fields(0, sign * P_rem, charge(f[0]), charge(f[1]))
    levels = np.array([level0 + t_layer * E[0], level0 - t_layer * E[2]])
    rates = np.array([kR, kA]) if sign > 0 else np.array([kA, kR])
    return f + (occupation(levels) - f) * -np.expm1(-rates * time)


f_sc = np.array([0.5, 0.5])
for _ in range(1000):
    f_sc = self_consistent_step(f_sc, 1, 5.0)
sc_hold = -V0 * (f_sc[1] - f_sc[0])
for _ in range(n_cycles):
    f_sc = self_consistent_step(f_sc, -1, period / 2)
    f_sc = self_consistent_step(f_sc, 1, period / 2)
sc_burst = -V0 * (f_sc[1] - f_sc[0])
assert abs(sc_hold / imprint_hold - 1) < 0.05
assert abs(sc_burst / sc_hold) < 0.03

# Other neglected effects
scales = np.logspace(-2, 2, 2001)
spread = [np.mean([burst_formula(period, n, x) for x in scales])
          for n in (n_cycles, 10 * n_cycles)]
spin_contrast = occupation(level0 - w, 2) - occupation(level0 + w, 2)
E_pulse = fields(U_pulse, P_rem, 0, 0)
extra_drop = t_layer * (E_pulse[2] - E_rest[2])
pulse_gain = np.exp(extra_drop / kT)
pulse_share = pulse_gain * t_pulse / (period / 2)
attempt = 1e13
barriers = [kT * np.log(attempt / k) for k in (kA, kR)]
T_room = 298.15
room_rates = [attempt * np.exp(-b / (kB_eV * T_room)) for b in barriers]
mass, barrier_tunnel = 0.2 * const.m_e, 1.5
kappa = np.sqrt(2 * mass * barrier_tunnel * q) / const.hbar
t_tunnel = np.exp(2 * kappa * t_layer) / attempt
assert pulse_share < 0.01 and t_tunnel * kA < 1e-6
assert abs(E_rest[1]) < E_coercive

mV = 1e3
print(f"film, interface layer: {d_film*1e9:.1f}, {t_layer*1e9:.1f} nm")
print(f"relative permittivity film, layer: {eps_film/const.epsilon_0:.0f},"
      f" {eps_layer/const.epsilon_0:.0f}")
print(f"polarization: {P_rem*100:.1f} uC/cm2")
print(f"coercive field: {E_coercive/1e8:.2f} MV/cm")
print(f"trap density per interface: {N_trap/1e4:.1e} cm^-2")
print(f"full trap charge qN: {q*N_trap*100:.2f} uC/cm2")
print(f"temperature, kT: {temperature:.2f} K, {kT:.4f} eV")
print(f"zero-field trap level: {level0:.2f} eV")
print(f"effective length L: {L_eff*1e9:.2f} nm")
print(f"level shift w: {w:.4f} eV")
print(f"trap level in A, R: {level0-w:.4f}, {level0+w:.4f} eV")
print(f"favoured occupation fA, fR: {fA:.4f}, {fR:.2e}")
print(f"rates kA, kR: {kA:.3f}, {kR:.3f} 1/s")
print(f"rate-weighted average occupation: {f_bar:.4f}")
print(f"midpoint of fA and fR: {(fA+fR)/2:.4f}")
print(f"imprint scale qNt/eps: {V0*mV:.2f} mV")
print(f"imprint after long up hold: {imprint_hold*mV:.2f} mV")
print(f"same, divided by film thickness: "
      f"{imprint_hold/d_film/1e8:.4f} MV/cm")
print(f"switching voltage without imprint: +/-{U_c:.4f} V")
print(f"after hold, to write up, down: {up_hold:.4f}, {down_hold:.4f} V")
for T, S in zip(periods, matrix_fraction):
    print(f"period {T:g} s: fraction {S:.3e}, {S*imprint_hold*mV:.4f} mV")
print(f"recovery time 2/(kA+kR): {2/(kA+kR):.1f} s")
print(f"burst {n_cycles} cycles, {n_cycles*period:.0f} s: fraction "
      f"{burst_long:.5f}, {burst_long*imprint_hold*mV:.3f} mV")
print(f"burst {n_cycles} cycles, {n_cycles*period/10:.0f} s: fraction "
      f"{burst_short:.4f}, {burst_short*imprint_hold*mV:.2f} mV")
print(f"burst {10*n_cycles} cycles, {n_cycles*period:.0f} s: fraction "
      f"{burst_same_time:.5f}")
print(f"up-state share {D:.2f}: fraction {unequal:.4f}, "
      f"{unequal*imprint_hold*mV:.2f} mV")
print(f"new up hold {t_new:.0f} s: fraction {returned:.4f}, "
      f"{returned*imprint_hold*mV:.2f} mV")
print(f"top traps only, up hold: {single[0]*mV:.2f} mV")
print(f"top traps only, down hold: {single[1]*mV:.2f} mV")
print(f"top traps only, fast cycling: {single[2]*mV:.2f} mV")
print(f"with charge feedback, hold: {sc_hold*mV:.2f} mV")
print(f"with charge feedback, after 400 s burst: {sc_burst*mV:.3f} mV")
print(f"rates spread x{scales[0]:g} to x{scales[-1]:g}, fraction left "
      f"after {n_cycles*period:.0f} s: {spread[0]:.3f}")
print(f"same spread, after {10*n_cycles*period:.0f} s: {spread[1]:.3f}")
print(f"hold imprint with spin degeneracy 2: {-V0*spin_contrast*mV:.2f} mV")
print(f"layer field at rest, in pulse: {E_rest[2]/1e8:.2f}, "
      f"{E_pulse[2]/1e8:.2f} MV/cm")
print(f"film field at rest: {E_rest[1]/1e8:.3f} MV/cm")
print(f"film field at rest / coercive field: "
      f"{abs(E_rest[1])/E_coercive:.3f}")
print(f"write pulse: {U_pulse:.1f} V, {t_pulse*1e6:.1f} us")
print(f"extra layer drop in pulse: {extra_drop:.4f} V")
print(f"largest pulse rate gain exp(drop/kT): {pulse_gain:.1f}")
print(f"pulse share of trap exchange, period {period:g} s: "
      f"{pulse_share:.1e}")
print(f"assumed attempt rate: {attempt:.0e} 1/s")
print(f"implied barriers A, R: {barriers[0]:.3f}, {barriers[1]:.3f} eV")
print(f"recovery time at {T_room:.2f} K: {2/sum(room_rates)/3600:.1f} h")
print(f"tunnel mass, barrier: {mass/const.m_e:.1f} m_e, "
      f"{barrier_tunnel:.1f} eV")
print(f"elastic tunnelling time through layer: {t_tunnel:.1e} s")
print("tests ok")
```

It prints:

```
film, interface layer: 10.0, 0.5 nm
relative permittivity film, layer: 30, 30
polarization: 15.0 uC/cm2
coercive field: 1.20 MV/cm
trap density per interface: 3.0e+13 cm^-2
full trap charge qN: 4.81 uC/cm2
temperature, kT: 358.15 K, 0.0309 eV
zero-field trap level: 0.10 eV
effective length L: 11.00 nm
level shift w: 0.2567 eV
trap level in A, R: -0.1567, 0.3567 eV
favoured occupation fA, fR: 0.9938, 9.57e-06
rates kA, kR: 0.020, 0.005 1/s
rate-weighted average occupation: 0.7950
midpoint of fA and fR: 0.4969
imprint scale qNt/eps: 90.48 mV
imprint after long up hold: -89.91 mV
same, divided by film thickness: -0.0899 MV/cm
switching voltage without imprint: +/-0.7553 V
after hold, to write up, down: 0.6654, -0.8452 V
period 0.1 s: fraction 2.000e-04, -0.0180 mV
period 10 s: fraction 2.000e-02, -1.7979 mV
period 200 s: fraction 3.706e-01, -33.3259 mV
period 4000 s: fraction 1.000e+00, -89.9096 mV
recovery time 2/(kA+kR): 80.0 s
burst 4000 cycles, 400 s: fraction 0.00694, -0.624 mV
burst 4000 cycles, 40 s: fraction 0.6065, -54.54 mV
burst 40000 cycles, 400 s: fraction 0.00676
up-state share 0.75: fraction 0.3518, -31.63 mV
new up hold 60 s: fraction 0.3471, -31.21 mV
top traps only, up hold: -44.68 mV
top traps only, down hold: 45.24 mV
top traps only, fast cycling: -26.69 mV
with charge feedback, hold: -88.50 mV
with charge feedback, after 400 s burst: -0.540 mV
rates spread x0.01 to x100, fraction left after 400 s: 0.270
same spread, after 4000 s: 0.063
hold imprint with spin degeneracy 2: -90.19 mV
layer field at rest, in pulse: 5.13, 7.41 MV/cm
film field at rest: -0.513 MV/cm
film field at rest / coercive field: 0.428
write pulse: 2.5 V, 1.0 us
extra layer drop in pulse: 0.1136 V
largest pulse rate gain exp(drop/kT): 39.7
pulse share of trap exchange, period 0.1 s: 7.9e-04
assumed attempt rate: 1e+13 1/s
implied barriers A, R: 1.045, 1.087 eV
recovery time at 298.15 K: 21.2 h
tunnel mass, barrier: 0.2 m_e, 1.5 eV
elastic tunnelling time through layer: 1.7e-12 s
tests ok
```
